Why Shallow-Donor Supercells Need a Band-Filling Correction, and Its Limits

**The scale of the error**

Put one shallow donor in a cubic supercell of side L and repeat the cell periodically. The crystal then contains one donor electron per volume L³, however dilute the doping it is meant to represent. If that electron is spread over the cell and has band mass m, the only energy that can be formed from ħ, m and L is ħ²/(mL²). The energy it acquires by occupying states above the conduction-band minimum must therefore be

F = C ħ²/(mL²),

where the pure number C depends on the sampled wavevectors and their occupations.

The donor's attraction brings in a second scale, e²/(εL), in Gaussian form, with ε the dielectric constant of the host. Its ratio to the kinetic scale is

[e²/(εL)] / [ħ²/(mL²)] = L/a*, with a* = εħ²/(me²).

Here a* is the donor Bohr radius. In a cell smaller than a*, kinetic energy dominates and the electron is nearly free. A shallow donor has a large a*, so this is the usual regime of a supercell of a few hundred atoms.

The example uses rough values for cubic gallium nitride: m = 0.2 electron masses, ε = 10 and lattice constant 0.45 nm. They give a* = 2.65 nm and an energy unit Ha* = e²/(εa*) = 54.4 meV. An isolated hydrogen-like donor binds its electron by half this unit, 27 meV. The main cell has 216 atoms, L = 1.35 nm and L/a* = 0.51.

**How the mesh fixes the coefficient**

Assume one isotropic parabolic valley with its minimum at Γ, and for the moment neglect the donor potential. On a 2×2×2 mesh shifted off Γ, every point is equivalent to k = (2π/L)(¼, ¼, ¼). Hence

k² = (4π²/L²)(3/16) = 3π²/(4L²),
F = ħ²k²/(2m) = 3π²ħ²/(8mL²).

From the donor units, ħ²/(2m) = Ha* a*²/2 = 0.1905 eV nm². The main cell therefore gives F = 0.1905 × 3π²/(4 × 1.35²) = 0.774 eV.

A dense mesh does not remove this energy. With two spins per state, a Fermi sphere holding one electron per cell satisfies

k_F³/(3π²) = 1/L³, so k_F = (3π²)^(1/3)/L = 3.094/L.

Because 3.094 is less than π, the sphere fits inside the first Brillouin zone of the supercell, and no higher folded band is occupied. Averaging k² over the sphere gives

⟨k²⟩ = ∫₀^(k_F) k⁴ dk / ∫₀^(k_F) k² dk = (3/5)k_F²,
F = (3/5)E_F, with E_F = ħ²k_F²/(2m).

Here E_F = 1.000 eV and F = 0.600 eV. The 0.774 eV of the coarse mesh thus contains 0.600 eV due to the density and 0.173 eV (from unrounded values) due to incomplete sampling. Convergence need not be monotonic: lowest-state filling of a shifted 4×4×4 mesh gives 0.580 eV.

The occupation rule matters too. If one electron is placed at every k, as in a fully occupied spin-polarised band, the average runs over the whole cubic zone. Each component of k contributes (π/L)²/3, so ⟨k²⟩ = π²/L² and F = π²ħ²/(2mL²) = 1.03 eV. If Γ alone is sampled, F = 0. High doping by itself therefore does not determine the correction; the actual occupations do. Nor does F = 0 make Γ-only sampling adequate for the valence electrons.

**Why subtracting band energies corrects a total energy**

A sum of eigenvalues is not a total energy, so the subtraction needs a reason. Consider a mean-field model with point donors and electrons that repel through their average density ρ, the Hartree interaction. Its energy is

E = Σ_k w_k f_k ⟨ψ_k|T|ψ_k⟩ + ∫V_ion ρ + E_H[ρ] + E_ion.

Here w_k are mesh weights, f_k are occupations summed over spin, and Σ_k w_k f_k = 1. T is the kinetic operator, V_ion the donor potential, E_H the Hartree energy and E_ion the donor–donor energy. Differentiating with respect to the electron number w_k f_k at one wavevector gives

∂E/∂(w_k f_k) = ⟨ψ_k|T + V_ion + V_H|ψ_k⟩ = e(k).

The orbitals also change, but this adds nothing at first order: each orbital satisfies its own eigenvalue equation, so its variation contributes e(k) times the change in its norm, which is zero.

Now transfer a fraction λ of the electron from the mesh to Γ. The rate of change is

dE/dλ = e(Γ; λ) − Σ_k w_k f_k e(k; λ).

At λ = 0 this equals −F, with F measured from the Γ level of the same cell. As λ grows, the eigenvalues shift because V_H changes. To leading order, the shift in their difference is the change in V_H weighted by the difference between the Γ and mesh densities. The change in V_H is itself produced by that density difference, so the error is of second order in it. Integrating from λ = 0 to 1 gives

E(electron at Γ) − E(electron on mesh) ≈ −F.

The correction to add to the calculated energy is therefore

ΔE_bf = −Σ_k w_k f_k [e(k) − e_c],

where e_c is the conduction-band minimum on the same potential scale. A density functional adds E_xc[ρ] to the energy and its derivative to the potential; the first-order argument is unchanged. Hybrid functionals also contain exchange that depends on the orbitals themselves. Moving the electron to another wavevector can change that exchange even when the density hardly changes, so the argument from the density alone does not bound the remaining error. Its size is not tested here.

The model was solved self-consistently in plane waves, once with the electron on the shifted 2×2×2 mesh and once with it at Γ. For the 216-atom cell, the two total energies differ by 0.773 eV. The eigenvalue formula agrees with that difference to about 0.004 meV. The free-electron value is 0.774 eV, so the donor potential has almost no effect on the rise.

**What remains after the correction**

Take as energy zero a separated donor ion and an electron at the band edge, and set the average electrostatic potential to zero. The uncorrected neutral cell then has energy +0.619 eV. Subtracting 0.773 eV leaves −0.154 eV. This is not donor binding.

Most of it is the electrostatic energy of a lattice of positive ions in an almost uniform electron density. For such a lattice, Ewald summation gives a potential of −2.837e/(εL) at each ion due to everything except that ion. Half of the resulting interaction belongs to each cell:

E₊ = −2.837e²/(2εL).

With e²/(εL) = 54.4 meV/0.510 = 107 meV, this is −0.151 eV. It is also the energy of the positively charged cell with its customary uniform background.

The small remainder, −2.4 meV, comes from scattering of the Γ electron by the donor lattice. For G = 2πn/L, with n a nonzero integer vector, the potential component is

V_G = −4πe²/(εL³G²) = −e²/(πεL|n|²).

There is no first-order shift because the average potential is zero. The second-order shift divides V_G² by the kinetic energy ħ²G²/(2m) = 2π²ħ²|n|²/(mL²):

δE = −Σ′ V_G²/[ħ²G²/(2m)]
= −[me⁴/(ε²ħ²)] Σ′ 1/(2π⁴|n|⁶)
= −S₆ Ha*/(2π⁴).

The prime omits n = 0, and the lattice sum is S₆ = Σ′|n|⁻⁶ = 8.40. The cell size has cancelled. The result is −0.0431 Ha*, or −2.35 meV, much smaller in magnitude than the isolated binding of 27 meV. A cell of half a donor radius leaves the electron no room to form the hydrogen-like state. The corrected energy describes an ionised donor and a band-edge electron, together with these finite-cell terms.

**Donor levels and the image energy**

The donor level is the neutral-cell energy minus the charged-cell energy, E₀ − E₊. For the main cell it is

uncorrected: 0.619 − (−0.151) = 0.771 eV above the band edge, from unrounded energies;
after the filling correction: 2.4 meV below the band edge.

The image energy cancels because both cells contain the same ion lattice in a nearly uniform compensating charge. If it is removed from the charged cell but retained in the neutral one, the level falls to 0.154 eV below the edge. A shallow donor then looks moderately deep. The neutral cell has no net charge, so a correction proportional to the square of the cell charge will miss this term.

The choice of e_c needs similar care. If the electron density is treated as uniform, the electron potential at the point farthest from the donors is 0.086 eV above its average. The self-consistent density lowers this to 0.082 eV; the uniform-density value is used here. The Γ level lies 0.002 eV below the average, so taking the host band edge from that farthest point reduces the filling correction to 0.773 − 0.002 − 0.086 = 0.685 eV and leaves the neutral-cell energy at 0.619 − 0.685 = −0.066 eV. This is closer to the dilute reference because the alignment shift offsets part of the image energy. Both terms scale as 1/L, so a further image correction must not count the same contribution twice.

**Cell size and the localised limit**

The shifted 2×2×2 mesh was held fixed while the cell was enlarged:

64 atoms, L = 0.90 nm: F = 1.740 eV
216 atoms, L = 1.35 nm: F = 0.773 eV
512 atoms, L = 1.80 nm: F = 0.434 eV
1728 atoms, L = 2.70 nm: F = 0.193 eV

The decrease follows 1/L², or N^(−2/3) for N atoms. Over the same series the corrected level moves only from −2.39 to −2.54 meV; a larger plane-wave set lowers these values by 0.02 to 0.03 meV. Enlarging the cell is thus a slow cure. Extrapolating the free-electron law, F reaches the 27 meV binding energy at N ≈ 216 × (773/27.2)^(3/2), about 3 × 10⁴ atoms.

At much larger separations the free-electron law itself fails. Electrons bound to different donors overlap less, and the donor band narrows. To follow this crossover, the lowest band of the donor lattice was calculated without electron repulsion. Its rise from Γ to the shifted mesh point, divided by the free-electron rise, is 0.996 at L = a*, 0.86 at 4a*, about 0.34 at 7a* and 0.05 at 10a*. The last two are values for a large plane-wave set; the smaller set used for the first two ratios gives 0.35 and 0.06, because it describes the localised state less well. The last cell is 26 nm wide and would contain about 1.6 million atoms. Repulsion would alter these ratios, but they show how far an ordinary supercell is from an isolated shallow donor.

A compact deep defect can be localised in a much smaller cell. Its occupied level is not a conduction state displaced by filling, and this correction should not be applied to it.

**The model beside real gallium nitride**

The main cell corresponds to 4.1 × 10²⁰ electrons per cm³. Device layers are commonly doped at roughly 10¹⁷ to 10¹⁹ cm⁻³, so the cell is far denser than most material it represents. Gallium nitride devices also normally use the wurtzite crystal, not the cubic form assumed here. The parabolic band is a further simplification, and it changes the filling energy appreciably. With a rough gap E_g = 3.3 eV, a two-band model replaces the parabolic energy e_p by the solution of e(1 + e/E_g) = e_p. This lowers 0.774 eV to 0.647 eV. The mass is also only a rough value, and the parabolic F varies as 1/m: m = 0.15 would give 1.03 eV. A supercell calculation should therefore use its own eigenvalues, not an effective-mass estimate.

Other omissions affect different parts of the energy. Exchange in a uniform electron gas, screened by ε, is −3e²k_F/(4πε) = −0.079 eV per carrier; moving electrons between wavevectors does not in general remove such density-dependent terms. If the ions are held fixed, a smaller dielectric constant is appropriate. A rough value of 5.5 changes the image energy from −0.151 to −0.275 eV. Heating the dense Fermi sea to 300 K raises its mean energy by only 1.6 meV.

The filling error can matter in a process model. Suppose a dilute equilibrium solubility is calculated from the neutral donor's formation energy at 1300 K. An error of 0.773 eV changes the Boltzmann factor by exp(0.773/0.112), about 1000. At a fixed Fermi level, this error taken alone makes the predicted solubility too low by that factor. If the donors are mostly ionised and supply nearly all the free electrons, the Fermi level shifts with their concentration. The product of the ionised-donor and electron concentrations is then proportional to the neutral-donor concentration, so the solubility varies as the square root of the Boltzmann factor and is too low by a factor of about 30. This square-root law needs non-degenerate electrons and ionised donors; with the present parameters it holds up to about 10¹⁸ cm⁻³, and the factor is nearer 55 at 10¹⁹ cm⁻³. The uncorrected neutral cell also contains the image energy, which has the opposite sign. Its energy of 0.619 eV lies 0.646 eV above the −0.027 eV of an isolated bound donor, so the net factors are about 320 and 18. A calculation based on the properly corrected charged donor does not contain this filling error.

**What to do in a calculation**

First establish that the extra electron is band-like: compare its dispersion with the folded host conduction band and inspect its density. Then sum the energies of the occupied conduction states, each measured from the conduction-band minimum, using the same weights and occupations as the total-energy calculation. If the minimum was not sampled, calculate its eigenvalue in the converged donor-cell potential. In a host whose minimum is not at Γ, use the wavevector to which that minimum folds.

For a dilute shallow donor there is a useful alternative. Calculate the positively charged cell, correct its image energy and potential alignment, and add an electron at the host conduction-band minimum. This avoids filling the conduction band. It still omits the effective-mass binding, about 27 meV in this example, which must be supplied separately if it matters.

If the intended material really has the supercell's carrier density, the converged Fermi-sea energy is physical. In the example, one should then remove the 0.173 eV sampling error but keep the 0.600 eV filling energy. These are parabolic-band values; the two-band model above gives 0.138 and 0.509 eV.
